# Why MP2 basis-set increments do not transfer unscaled in helium: test program

```python
# RESULT UNDER TEST (helium, atomic units): basis increments of MP2 and of full CI
# behave at high angular momentum l as -C/(l+1/2)^4, where
#     C = 6 pi^2 * integral |Psi(r,r,r12=0)|^2 r^5 dr.
# MP2 uses the Hartree-Fock product for Psi, full CI the correlated function, so
# MP2 increments must be scaled down before they are added to a CI or CC energy.
# Symbols: r1, r2 electron-nucleus distances, r12 electron distance,
# s=r1+r2, t=r2-r1, u=r12; phi Hartree-Fock orbital; L highest l in the basis.
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants
from scipy.special import gamma, zeta
from pyscf import gto, scf, mp, cc, fci

Z = 2.0
LMAX = 10
EDGES = np.array([0.0, 0.3, 0.7, 1.2, 1.8, 2.7, 4.2, 7.0, 12.0])


def radial_setup(order):
    """Finite-element DVR: nodes, weights, one-electron matrices, Slater kernels."""
    P = Legendre.basis(order)
    x = np.concatenate(([-1.0], np.sort(P.deriv().roots().real), [1.0]))
    px = P(x)
    wx = 2.0 / (order * (order + 1) * px**2)
    D = np.zeros((order + 1, order + 1))
    for i in range(order + 1):
        for j in range(order + 1):
            if i != j:
                D[i, j] = px[i] / (px[j] * (x[i] - x[j]))
    D[0, 0] = -order * (order + 1) / 4
    D[-1, -1] = order * (order + 1) / 4
    size = order * (len(EDGES) - 1) + 1
    r, w, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(EDGES) - 1):
        half = (EDGES[e + 1] - EDGES[e]) / 2
        part = slice(e * order, e * order + order + 1)
        r[part] = EDGES[e] + half * (x + 1)
        w[part] += half * wx
        stiff[part, part] += (D.T * wx) @ D / half
    r, w = r[1:-1], w[1:-1]
    stiff = stiff[1:-1, 1:-1] / np.sqrt(np.outer(w, w))
    h = np.array([0.5 * stiff + np.diag(l * (l + 1) / (2 * r**2) - Z / r)
                  for l in range(LMAX + 1)])
    scale = np.outer(r * np.sqrt(w), r * np.sqrt(w))
    R = []
    for k in range(2 * LMAX + 1):
        inverse = np.linalg.inv(stiff + np.diag(k * (k + 1) / r**2))
        edge = np.outer(r / EDGES[-1], r / EDGES[-1])**k / EDGES[-1]
        R.append((2 * k + 1) * inverse / scale + edge)
    return r, w, h, np.array(R)


def hartree_fock(h, R):
    c = np.linalg.eigh(h[0])[1][:, 0]
    for _ in range(80):
        J = R[0] @ c**2
        eps, U = np.linalg.eigh(h[0] + np.diag(J))
        c = U[:, 0] * np.sign(U[:, 0].sum())
    J = R[0] @ c**2
    energy = 2 * c @ h[0] @ c + c**2 @ J
    fock = np.array([h[l] + np.diag(2 * J) - np.outer(c, c) * R[l] / (2 * l + 1)
                     for l in range(LMAX + 1)])
    eps, U = np.linalg.eigh(fock)
    return energy, c, eps, U


def second_order(source, l, eps, U):
    """Second-order energy of one channel for a given source function."""
    amp = U[l].T @ source @ U[l]
    den = eps[l][:, None] + eps[l][None, :] - 2 * eps[0][0]
    if l == 0:
        amp, den = amp[1:, 1:], den[1:, 1:]
    return -np.sum(amp**2 / den)


def mp2_increments(c, R, eps, U):
    return np.array([second_order(R[l] * np.outer(c, c) / np.sqrt(2 * l + 1),
                                  l, eps, U) for l in range(LMAX + 1)])


r, w, h, R = radial_setup(11)
e_hf, phi, eps, U = hartree_fock(h, R)
mp2 = mp2_increments(phi, R, eps, U)
rc, wc, hc, Rc = radial_setup(8)
ec, phic, epsc, Uc = hartree_fock(hc, Rc)
mp2_coarse = mp2_increments(phic, Rc, epsc, Uc)
grid_change = np.max(np.abs(mp2_coarse / mp2 - 1))
assert abs(ec - e_hf) < 1e-7 and grid_change < 0.02

# Electron repulsion between angular channels, diagonal on the radial grid.
xg, wg = leggauss(2 * LMAX + 2)
pg = np.array([Legendre.basis(k)(xg) for k in range(2 * LMAX + 1)])
n = len(r)
V = np.zeros((LMAX + 1, LMAX + 1, n, n))
for a in range(LMAX + 1):
    for b in range(LMAX + 1):
        for k in range(abs(a - b), a + b + 1, 2):
            angular = 0.5 * np.sum(wg * pg[a] * pg[b] * pg[k])
            V[a, b] += np.sqrt((2*a + 1) * (2*b + 1)) * angular * R[k]


def ground_state(L, guess):
    """Lowest CI state with channels 0..L by a preconditioned subspace method."""
    hl, Vl, Ul = h[:L + 1], V[:L + 1, :L + 1], U[:L + 1]
    Ut = Ul.transpose(0, 2, 1)
    den = eps[:L + 1, :, None] + eps[:L + 1, None, :] - 2 * eps[0][0]
    den[0, 0, 0] = 1.0
    shape = guess.shape
    B, HB = np.zeros((60, guess.size)), np.zeros((60, guess.size))
    new = guess.ravel().copy()
    for m in range(60):
        for _ in range(2):
            new -= B[:m].T @ (B[:m] @ new)
            new /= np.linalg.norm(new)
        f = new.reshape(shape)
        B[m] = new
        HB[m] = (hl @ f + f @ hl + np.einsum('abij,bij->aij', Vl, f)).ravel()
        small = B[:m + 1] @ HB[:m + 1].T
        val, vec = np.linalg.eigh((small + small.T) / 2)
        state = B[:m + 1].T @ vec[:, 0]
        res = (HB[:m + 1].T @ vec[:, 0] - val[0] * state).reshape(shape)
        new = -(Ul @ ((Ut @ res @ Ul) / den) @ Ut).ravel()
        if np.linalg.norm(new) < 1e-8:
            return val[0], state.reshape(shape)
    raise AssertionError("CI iteration did not converge")


def coalescence_C(f):
    """C from the coalescence amplitude of a partial-wave function."""
    factor = np.sqrt(2 * np.arange(len(f)) + 1) / (4 * np.pi)
    amplitude = factor @ np.array([np.diag(fl) for fl in f]) / (r**2 * w)
    return 6 * np.pi**2 * np.sum(w * r**5 * amplitude**2)


C_hf = coalescence_C(np.outer(phi, phi)[None])
e_ci, C_trunc, swapped = [], [], [np.nan]
state = np.outer(phi, phi)[None]
for L in range(LMAX + 1):
    if L > 0:
        old = state
        source = np.einsum('bij,bij->ij', V[L, :L], old)
        swapped.append(second_order(source, L, eps, U))
        state = np.concatenate((old, np.zeros((1, n, n))))
    energy, state = ground_state(L, state)
    if L > 0:
        identity = np.sum(source * state[L]) / np.sum(old * state[:L])
        assert abs(identity - (energy - e_ci[-1])) < 1e-8
    e_ci.append(energy)
    C_trunc.append(coalescence_C(state))
e_ci, C_trunc, swapped = map(np.array, (e_ci, C_trunc, swapped))
ci = np.diff(np.concatenate(([e_hf], e_ci)))


def hylleraas(omega, alpha=1.9):
    """Variational function exp(-alpha s) * sum c s^i t^m u^k, m even."""
    terms = np.array([(i, m, k) for i in range(omega + 1)
                      for m in range(0, omega + 1, 2)
                      for k in range(omega + 1) if i + m + k <= omega])
    i, m, k = terms.T
    A, Bt, Cu = [q[:, None] + q[None, :] for q in (i, m, k)]

    def J(a, b, c):
        bb, cu = np.maximum(Bt + b, 0), np.maximum(Cu + c, -1)
        p = np.maximum(A + a + bb + cu + 2, 0)
        return gamma(p + 1.0) / (2*alpha)**(p + 1.0) / ((bb + 1) * (bb + cu + 2))

    def vol(a, b, c):
        return J(a + 2, b, c + 1) - J(a, b + 2, c + 1)

    S = vol(0, 0, 0)
    H = (np.outer(i, i) * vol(-2, 0, 0) - alpha * A * vol(-1, 0, 0)
         + alpha**2 * S + np.outer(m, m) * vol(0, -2, 0)
         + np.outer(k, k) * vol(0, 0, -2))
    H += (np.outer(k, i) + np.outer(i, k)) * (J(0, 0, 1) - J(0, 2, -1))
    H -= alpha * Cu * (J(1, 0, 1) - J(1, 2, -1))
    H += (np.outer(k, m) + np.outer(m, k)) * (J(2, 0, -1) - J(0, 0, 1))
    H += -4 * Z * J(1, 0, 1) + J(2, 0, 0) - J(0, 2, 0)
    d = 1 / np.sqrt(np.diag(S))
    sval, svec = np.linalg.eigh(S * np.outer(d, d))
    keep = sval > 1e-12
    X = d[:, None] * svec[:, keep] / np.sqrt(sval[keep])
    val, vec = np.linalg.eigh(X.T @ H @ X)
    c = X @ vec[:, 0]
    c /= np.sqrt(2 * np.pi**2 * c @ S @ c)
    on_top, slope = np.zeros(n), np.zeros(n)
    for coef, (a, b, g) in zip(c, terms):
        if b == 0 and g == 0:
            on_top += coef * (2 * r)**a * np.exp(-2 * alpha * r)
        if b == 0 and g == 1:
            slope += coef * (2 * r)**a * np.exp(-2 * alpha * r)
    return val[0], on_top, slope, len(terms)


e_ref6, top6, _, _ = hylleraas(6)
e_ref, top, slope, nterms = hylleraas(7)
C_ci = 6 * np.pi**2 * np.sum(w * r**5 * top**2)
C_ci6 = 6 * np.pi**2 * np.sum(w * r**5 * top6**2)
cusp = np.sum(w * r**5 * top * slope) / np.sum(w * r**5 * top**2)
delta_ci = 4 * np.pi * np.sum(w * r**2 * top**2)
top_hf = phi**2 / (4 * np.pi * r**2 * w)
delta_hf = 4 * np.pi * np.sum(w * r**2 * top_hf**2)
assert abs(e_ref - e_ref6) < 5e-6 and abs(C_ci6 / C_ci - 1) < 0.01
assert abs(cusp - 0.5) < 0.02

# Coefficients from the computed increments, with no use of coalescence data.
lam = np.arange(LMAX + 1) + 0.5


def tail_fit(increments, powers, first):
    x = lam[first:]
    M = np.array([x**(-float(p)) for p in powers]).T
    coef = np.linalg.lstsq(M, -increments[first:] * x**4, rcond=None)[0]
    tail = -sum(a * zeta(4 + p, LMAX + 1.5) for a, p in zip(coef, powers))
    return coef[0], tail


C_hf_fit, tail_mp2 = tail_fit(mp2, (0, 2), 5)
C_ci_fit, tail_ci = tail_fit(ci, (0, 1, 2), 4)
mp2_limit = mp2.sum() + tail_mp2
ci_limit = e_ci[-1] + tail_ci
assert abs(C_hf_fit / C_hf - 1) < 0.02
assert abs(C_ci_fit / C_ci - 1) < 0.05
assert abs(ci_limit - e_ref) < 1e-5

ratio = ci / mp2
source_factor, resolvent_factor = swapped / mp2, ci / swapped
rho, rho_L = C_ci / C_hf, C_trunc / C_hf
assert ratio[1] > 1 and np.all(ratio[2:] < 1)
assert np.all(source_factor[1:] < 1) and resolvent_factor[1] > 1
assert abs(resolvent_factor[-1] - 1) < 0.03
assert np.all(np.abs(ratio[3:] / rho_L[2:-1] - 1) < 0.15)
# Truncation raises the coalescence amplitude by 1+r/(2(L+1)) to first order.
C_pred = 6*np.pi**2 * np.sum(w * r**5 * (top * (1 + r / (2*(LMAX + 1))))**2)
assert abs(C_pred / C_trunc[-1] - 1) < 0.03

cut = np.arange(1, 5)
rest_ci = e_ref - e_ci[cut]
rest_mp2 = mp2_limit - np.cumsum(mp2)[cut]
err_plain = rest_mp2 - rest_ci
err_scaled = rho_L[cut] * rest_mp2 - rest_ci
assert np.all(err_plain < 0)
assert np.all(np.abs(err_scaled) < 0.5 * np.abs(err_plain))

# Ordinary Gaussian basis sets.
names = ['cc-pvdz', 'cc-pvtz', 'cc-pvqz', 'cc-pv5z']
g_hf, g_mp2, g_cc = [], [], []
for name in names:
    mol = gto.M(atom='He 0 0 0', basis=name, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    g_hf.append(mf.kernel())
    g_mp2.append(mp.MP2(mf).kernel()[0])
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-7
    g_cc.append(solver.kernel()[0])
    if name == 'cc-pvtz':
        full = fci.FCI(mf).kernel()[0] - mf.e_tot
        assert abs(full - g_cc[-1]) < 1e-7
g_mp2, g_cc = np.array(g_mp2), np.array(g_cc)
g_ratio = np.diff(g_cc) / np.diff(g_mp2)
g_limit = (125 * g_mp2[3] - 64 * g_mp2[2]) / 61
assert np.all(g_ratio < 1) and np.all(np.diff(g_ratio) < 0)
assert 0 < g_hf[-1] - e_hf < 1e-4
assert abs(g_limit - mp2_limit) < 1e-4
g_error = (g_mp2[3] - g_mp2[1]) - (g_cc[3] - g_cc[1])
to_kj = constants.physical_constants['Hartree energy'][0] * constants.N_A / 1000

print(f"Nuclear charge: {Z:.0f}; highest l: {LMAX}; radial points: {n}")
print(f"Hartree-Fock energy (grid): {e_hf:.6f} hartree")
print(f"Hylleraas energy, {nterms} terms: {e_ref:.6f} hartree")
print(f"CI energy extrapolated in l: {ci_limit:.6f} hartree")
print(f"MP2 correlation limit (partial waves): {1e3*mp2_limit:.3f} mEh")
print(f"MP2 limit from QZ,5Z by X^-3: {1e3*g_limit:.3f} mEh")
print(f"Largest MP2 increment change, coarser grid: {100*grid_change:.3f} %")
print(f"C for MP2: coalescence {C_hf:.4f}, fitted {C_hf_fit:.4f} hartree")
print(f"C for CI: coalescence {C_ci:.4f}, fitted {C_ci_fit:.4f} hartree")
print(f"Limiting ratio rho = C_CI/C_MP2: {rho:.3f}")
print(f"Cusp slope / amplitude (r^5 mean): {cusp:.3f} bohr^-1")
print(f"<delta(r12)>: HF {delta_hf:.4f}, CI {delta_ci:.4f} bohr^-3")
print(f"Unweighted coalescence ratio CI/HF: {delta_ci/delta_hf:.3f}")
print("Increments in mEh; ratio = source factor * resolvent factor")
print(" l      MP2        CI     ratio  source  resolvent")
for l in range(LMAX + 1):
    extra = (f"{source_factor[l]:7.3f} {resolvent_factor[l]:8.3f}"
             if l else "      -        -")
    print(f"{l:2d} {1e3*mp2[l]:10.5f} {1e3*ci[l]:10.5f} {ratio[l]:7.3f} {extra}")
print("Remainders beyond L and composite errors, in mEh")
print(" L   CI rest  MP2 rest   rho_L  err unscaled  err scaled")
for j, L in enumerate(cut):
    print(f"{L:2d} {1e3*rest_ci[j]:9.4f} {1e3*rest_mp2[j]:9.4f} {rho_L[L]:7.3f}"
          f" {1e3*err_plain[j]:12.4f} {1e3*err_scaled[j]:11.4f}")
print(f"rho_L at L={LMAX}: {rho_L[-1]:.3f}")
print(f"Unscaled error at L=2: {err_plain[1]*to_kj:.2f} kJ/mol")
print("Gaussian correlation energies in mEh: basis, MP2, CCSD")
for name, a, b in zip(names, g_mp2, g_cc):
    print(f"{name:8s} {1e3*a:10.4f} {1e3*b:10.4f}")
print("Gaussian increments in mEh: step, MP2, CCSD, ratio")
for j in range(3):
    print(f"{names[j]}->{names[j+1]} {1e3*(g_mp2[j+1]-g_mp2[j]):9.4f}"
          f" {1e3*(g_cc[j+1]-g_cc[j]):9.4f} {g_ratio[j]:7.3f}")
print(f"CCSD(TZ)+MP2(5Z)-MP2(TZ) minus CCSD(5Z): {1e3*g_error:.4f} mEh")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Nuclear charge: 2; highest l: 10; radial points: 87
Hartree-Fock energy (grid): -2.861680 hartree
Hylleraas energy, 70 terms: -2.903723 hartree
CI energy extrapolated in l: -2.903724 hartree
MP2 correlation limit (partial waves): -37.377 mEh
MP2 limit from QZ,5Z by X^-3: -37.381 mEh
Largest MP2 increment change, coarser grid: 0.115 %
C for MP2: coalescence 0.1658, fitted 0.1651 hartree
C for CI: coalescence 0.0742, fitted 0.0742 hartree
Limiting ratio rho = C_CI/C_MP2: 0.448
Cusp slope / amplitude (r^5 mean): 0.498 bohr^-1
<delta(r12)>: HF 0.1906, CI 0.1066 bohr^-3
Unweighted coalescence ratio CI/HF: 0.559
Increments in mEh; ratio = source factor * resolvent factor
 l      MP2        CI     ratio  source  resolvent
 0  -13.49782  -17.34877   1.285       -        -
 1  -18.97996  -21.48748   1.132   0.929    1.218
 2   -3.19383   -2.25060   0.705   0.641    1.100
 3   -0.93333   -0.55423   0.594   0.564    1.054
 4   -0.36215   -0.19751   0.545   0.528    1.032
 5   -0.16775   -0.08711   0.519   0.509    1.021
 6   -0.08776   -0.04417   0.503   0.496    1.015
 7   -0.05017   -0.02472   0.493   0.488    1.011
 8   -0.03069   -0.01489   0.485   0.481    1.008
 9   -0.01979   -0.00950   0.480   0.477    1.006
10   -0.01333   -0.00634   0.476   0.473    1.005
Remainders beyond L and composite errors, in mEh
 L   CI rest  MP2 rest   rho_L  err unscaled  err scaled
 1   -3.2072   -4.8996   0.642      -1.6923      0.0609
 2   -0.9566   -1.7057   0.574      -0.7491     -0.0224
 3   -0.4024   -0.7724   0.541      -0.3700     -0.0158
 4   -0.2049   -0.4102   0.522      -0.2054     -0.0094
rho_L at L=10: 0.481
Unscaled error at L=2: -1.97 kJ/mol
Gaussian correlation energies in mEh: basis, MP2, CCSD
cc-pvdz    -25.8283   -32.4344
cc-pvtz    -33.1376   -39.0788
cc-pvqz    -35.4780   -40.8967
cc-pv5z    -36.4065   -41.5270
Gaussian increments in mEh: step, MP2, CCSD, ratio
cc-pvdz->cc-pvtz   -7.3092   -6.6445   0.909
cc-pvtz->cc-pvqz   -2.3404   -1.8178   0.777
cc-pvqz->cc-pv5z   -0.9285   -0.6304   0.679
CCSD(TZ)+MP2(5Z)-MP2(TZ) minus CCSD(5Z): -0.8207 mEh
ALL CHECKS PASSED
```
